# Density-of-states mass of the six silicon conduction valleys

## Definitions and conventions

The lowest conduction band of silicon has six equivalent minima, one on each of the half-axes \(\pm x,\pm y,\pm z\) of reciprocal space, inside the first Brillouin zone. The neighbourhood of a minimum is called a valley. Let \(\mathbf k_v\) be the centre of valley \(v\) and \(\mathbf q=\mathbf k-\mathbf k_v\) the wave vector measured from it. With energy measured from the common band edge, each valley is described to second order in \(\mathbf q\) by

\[
E=\frac{\hbar^2}{2}\,\mathbf q^{T}M_v^{-1}\mathbf q ,
\tag{1}
\]

where \(M_v\) is the mass tensor, a symmetric matrix with positive eigenvalues. No linear term appears because \(\mathbf k_v\) is a minimum. Along the valley axis the mass is the longitudinal mass \(m_l\); in both directions perpendicular to it the mass is the transverse mass \(m_t\). For a valley on the \(x\) axis, Eq. (1) therefore reads

\[
E=\frac{\hbar^2}{2}\left(\frac{q_x^2}{m_l}+\frac{q_y^2+q_z^2}{m_t}\right).
\tag{2}
\]

Let \(N(E)\) be the number of states per unit volume of crystal with energy between the band edge and \(E\), and let \(g(E)=dN/dE\) be the density of states. Both include the two spin directions.

The density-of-states mass \(m_d\) is the mass of a single isotropic parabolic band, also with two spin directions, that has the same \(g(E)\) as all six valleys together. Spin thus enters both sides of the comparison and leaves no factor in \(m_d\), whereas the number of valleys does. The same name is also used for the mass that reproduces one valley alone; that quantity is written \(m_1\) here.

## From states to volumes in reciprocal space

Take a cubic crystal of side \(L\) and volume \(V=L^3\) with periodic boundary conditions. A Bloch state must repeat after a distance \(L\) along each axis, so \(e^{ik_iL}=1\) and \(k_i=2\pi n_i/L\) with integer \(n_i\). Each allowed point occupies a reciprocal-space volume \((2\pi/L)^3=(2\pi)^3/V\). If a region of volume \(\Omega\) is large compared with this cell, it holds \(V\Omega/(2\pi)^3\) points, up to a surface correction that becomes relatively small as \(L\) grows. With two spin states per point, the number of states per unit crystal volume is

\[
N=\frac{2\,\Omega}{(2\pi)^3}=\frac{\Omega}{4\pi^3}.
\tag{3}
\]

The position of the region does not enter, so the distance of a valley from the zone centre has no effect on the density of states.

## One ellipsoid

The states of one valley with energy up to \(E\) fill the interior of the surface (2). Dividing Eq. (2) by \(E\) puts this surface in the standard form of an ellipsoid,

\[
\frac{q_x^2}{a_l^2}+\frac{q_y^2+q_z^2}{a_t^2}=1,\qquad
a_l=\frac{\sqrt{2m_lE}}{\hbar},\qquad
a_t=\frac{\sqrt{2m_tE}}{\hbar}.
\tag{4}
\]

A heavier mass gives a longer semi-axis, because the energy then rises more slowly in that direction. The substitution \(q_x=a_ls_x\), \(q_y=a_ts_y\), \(q_z=a_ts_z\) turns the ellipsoid into the unit sphere, and \(d^3q=a_la_t^2\,d^3s\). The enclosed volume is

\[
\Omega_1=\frac{4\pi}{3}\,a_la_t^2
=\frac{4\pi}{3}\left(\frac{2E}{\hbar^2}\right)^{3/2}\left(m_lm_t^2\right)^{1/2}.
\tag{5}
\]

The three semi-axes contribute three factors \(\sqrt{2E}/\hbar\) and the square roots of the three principal masses. Inserting Eq. (5) in Eq. (3), with \((4\pi/3)/(4\pi^3)=1/(3\pi^2)\), gives for one valley

\[
N_1(E)=\frac{1}{3\pi^2}\left(\frac{2E}{\hbar^2}\right)^{3/2}\left(m_lm_t^2\right)^{1/2}.
\tag{6}
\]

The orientation of the valley does not matter. Any mass tensor with these principal masses can be written \(M_v=RDR^T\), where \(D\) is diagonal with entries \(m_l,m_t,m_t\) and \(R\) is a rotation. A rotation leaves the volume unchanged, and it also leaves the determinant unchanged:

\[
\det M_v=\det R\,\det D\,\det R^T=\det D=m_lm_t^2 .
\tag{7}
\]

Equation (6) therefore holds for any valley direction, with \(m_lm_t^2\) read as \(\det M_v\).

## Six valleys and the equivalent isotropic band

As long as the six ellipsoids do not overlap and lie wholly inside the Brillouin zone, no state is counted twice and none is cut off. The six equal contributions then add:

\[
N(E)=6N_1(E)=\frac{6}{3\pi^2}\left(\frac{2E}{\hbar^2}\right)^{3/2}\left(m_lm_t^2\right)^{1/2}.
\tag{8}
\]

The condition on the zone matters for the factor 6. If valley centres lay on the zone faces, two opposite centres joined by a reciprocal lattice vector would describe the same valley, with half of it at each face, and such a pair would count once. In silicon the centres lie about 0.85 of the way to the zone face, roughly \(1.7\ \mathrm{nm}^{-1}\) short of it. The long semi-axis of Eq. (4) reaches the face at about 0.13 eV above the band edge, where a second conduction band also joins, so Eq. (8) cannot be used beyond that energy.

Since \(dE^{3/2}/dE=\tfrac32E^{1/2}\), differentiating Eq. (8) gives

\[
g(E)=\frac{6}{2\pi^2}\left(\frac{2}{\hbar^2}\right)^{3/2}\left(m_lm_t^2\right)^{1/2}\sqrt E .
\tag{9}
\]

For the isotropic comparison band, \(E=\hbar^2q^2/(2m_d)\). It is one valley with all three principal masses equal to \(m_d\), so the product \(m_lm_t^2\) in Eq. (6) is replaced by \(m_d^3\). Its density of states is

\[
g_{\rm iso}(E)=\frac{1}{2\pi^2}\left(\frac{2}{\hbar^2}\right)^{3/2}m_d^{3/2}\sqrt E .
\tag{10}
\]

Equations (9) and (10) have the same dependence on energy, so one constant mass makes them equal at every energy for which the model holds. Cancelling the common factors leaves

\[
m_d^{3/2}=6\left(m_lm_t^2\right)^{1/2}.
\tag{11}
\]

Raising both sides to the power \(2/3\) gives

\[
m_d=6^{2/3}\left(m_lm_t^2\right)^{1/3}=6^{2/3}m_1,
\qquad m_1=\left(m_lm_t^2\right)^{1/3}.
\tag{12}
\]

The single-valley mass is the geometric mean of the three principal masses. The valley number carries the power \(2/3\) because the density of states grows as mass to the power \(3/2\): six times as many states require a mass larger by \(6^{2/3}\). Using \(6m_1\) instead would multiply the density of states of one valley by \(6^{3/2}\) where 6 is needed, an overcount by \(6^{1/2}\approx2.45\).

In the limit \(m_l=m_t=m\), Eq. (12) becomes \(m_d=6^{2/3}m\). The mass still exceeds \(m\), although each valley is now spherical, because there are six of them.

## The value for silicon

With \(m_l=0.916\,m_0\) and \(m_t=0.19\,m_0\), where \(m_0\) is the free-electron mass,

\[
m_lm_t^2=0.916\times0.19^2\,m_0^3=0.033068\,m_0^3,
\qquad
m_1=(0.033068)^{1/3}m_0=0.3210\,m_0 .
\tag{13}
\]

The valley factor is \(6^{2/3}=3.3019\), so

\[
m_d=3.3019\times0.3210\,m_0\approx1.06\,m_0 ,
\tag{14}
\]

or \(9.65\times10^{-31}\) kg. The closeness to the free-electron mass does not mean that the electrons move as free ones. Each principal mass is below \(m_0\), and the valley factor raises the result.

The precision follows from the logarithm of Eq. (12), \(\ln m_d=\tfrac23\ln6+\tfrac13\ln m_l+\tfrac23\ln m_t\). For small changes of the input masses,

\[
\frac{\delta m_d}{m_d}=\frac13\frac{\delta m_l}{m_l}+\frac23\frac{\delta m_t}{m_t}.
\tag{15}
\]

If the inputs are rounded values, \(m_l\) is uncertain by up to \(0.0005\,m_0\) and \(m_t\) by up to \(0.005\,m_0\). The first term is then at most about \(0.0002\) and the second about \(0.018\), so the transverse mass dominates. Evaluating Eq. (12) at the ends of both intervals gives \(1.041\,m_0\) to \(1.079\,m_0\). The inputs thus support \(1.06\,m_0\) with an uncertainty of about \(0.02\,m_0\), and further digits serve to compare calculations within the model.

## Two direct evaluations of the state density

Equation (8) can be compared with a count of the allowed points themselves. At \(E=50\) meV the semi-axes (4) are \(a_l=1.096\ \mathrm{nm}^{-1}\) and \(a_t=0.499\ \mathrm{nm}^{-1}\). The valley centres are placed at a model distance of \(10\ \mathrm{nm}^{-1}\) from the origin, far enough to keep the ellipsoids apart. In a box of side 300 nm, the six ellipsoids contain 747720 distinct allowed points, and

\[
N=\frac{2\times747720}{(300\ \mathrm{nm})^3}=5.539\times10^{19}\ \mathrm{cm}^{-3}.
\tag{16}
\]

Equation (8) gives \(5.540\times10^{19}\ \mathrm{cm}^{-3}\). The relative difference is below one part in a thousand, as a finite lattice of points allows.

The density of states can also be found without stretching the ellipsoid. The shell between the surfaces of energy \(E\) and \(E+dE\) has local thickness \(dE/|\nabla_{\mathbf q}E|\). Multiplying its volume by the state density \(2/(2\pi)^3\) from Eq. (3) gives, for one valley,

\[
g_1(E)=\frac{2}{(2\pi)^3}\oint\frac{dS}{|\nabla_{\mathbf q}E|}.
\tag{17}
\]

Write \(\mathbf q=r\hat{\mathbf n}\), so that \(E=r^2Q(\hat{\mathbf n})\) with \(Q=\tfrac{\hbar^2}{2}\hat{\mathbf n}^TM_v^{-1}\hat{\mathbf n}\). A surface element seen under the solid angle \(d\omega\) has \(dS=r^2d\omega/\cos\beta\), where \(\beta\) is the angle between \(\hat{\mathbf n}\) and the surface normal. The normal points along the gradient, so \(|\nabla_{\mathbf q}E|\cos\beta=\partial E/\partial r=2rQ\). With \(r=\sqrt{E/Q}\),

\[
\frac{dS}{|\nabla_{\mathbf q}E|}=\frac{r^2\,d\omega}{2rQ}=\frac{\sqrt E}{2\,Q^{3/2}}\,d\omega .
\tag{18}
\]

Numerical integration over all directions, summed over the six valleys, gives \(g=1.662\times10^{21}\ \mathrm{eV^{-1}\,cm^{-3}}\) at 50 meV. The same value follows from Eq. (8): because \(N\propto E^{3/2}\), \(g=3N/(2E)=3\times5.540\times10^{19}\ \mathrm{cm^{-3}}/(2\times0.050\ \mathrm{eV})\). The integral was also tested against Eq. (10) at 10 meV, and for a single valley tilted along \([111]\), where it confirms the determinant rule (7). In both tests the relative difference is below \(10^{-9}\).

## Electron density in two limits

At zero temperature the states are filled up to the Fermi energy \(E_F\), and the electron density is \(n=N(E_F)\). Equations (8) and (11) give

\[
n=\frac{1}{3\pi^2}\left(\frac{2m_dE_F}{\hbar^2}\right)^{3/2},
\qquad
E_F=\frac{\hbar^2}{2m_d}\left(3\pi^2n\right)^{2/3}.
\tag{19}
\]

At a given density, a larger \(m_d\) means a lower Fermi energy, since more states are available near the band edge. In doped silicon Eq. (19) applies only within a window of density. Below a few times \(10^{18}\ \mathrm{cm}^{-3}\) the electrons are bound to the donors at low temperature instead of filling the band, and above about \(2\times10^{20}\ \mathrm{cm}^{-3}\) the ellipsoids reach the zone face.

In the opposite, nondegenerate limit the chemical potential \(\mu\) lies several \(k_BT\) below the band edge, and the occupation is \(e^{(\mu-E)/k_BT}\). Then \(n=N_c\,e^{\mu/k_BT}\), where the effective band density is

\[
N_c=\int_0^\infty g(E)\,e^{-E/k_BT}dE
=\frac{1}{2\pi^2}\left(\frac{2m_dk_BT}{\hbar^2}\right)^{3/2}\int_0^\infty\sqrt x\,e^{-x}dx ,
\tag{20}
\]

with \(x=E/k_BT\). The upper limit may be extended to infinity because the exponential suppresses energies far above \(k_BT\). Setting \(x=s^2\) turns the last integral into \(2\int_0^\infty s^2e^{-s^2}ds=\sqrt\pi/2\). The prefactor becomes \(1/(4\pi^{3/2})=2/(4\pi)^{3/2}\), and therefore

\[
N_c=2\left(\frac{m_dk_BT}{2\pi\hbar^2}\right)^{3/2}.
\tag{21}
\]

At 300 K, \(k_BT=25.85\) meV and Eq. (21) gives \(N_c=2.74\times10^{19}\ \mathrm{cm}^{-3}\). A direct sum of Boltzmann factors over \(\mathbf q\) in the six valleys gives the same value. Since \(N_c\propto m_d^{3/2}\), the relative uncertainty of about 2% in \(m_d\) becomes about 3% in \(N_c\). This covers only the rounding of the input masses. The departure of the band from a parabola, treated in the last section, raises \(N_c\) at 300 K by a further 5% or so if \(\alpha=0.5\ \mathrm{eV^{-1}}\), a value often used for silicon.

## Why this mass does not describe acceleration

The mass \(m_d\) counts states. The response to an electric field \(\mathbf F\) is governed by the velocity \(\mathbf v=\hbar^{-1}\nabla_{\mathbf q}E=M_v^{-1}\hbar\mathbf q\). Let every electron, of charge \(-e\), have the same constant relaxation time \(\tau\). In the steady state the mean crystal momentum of each valley is shifted by \(-e\tau\mathbf F\), so its drift velocity is \(-e\tau M_v^{-1}\mathbf F\). Valleys with equal edges are equally populated, and the average over all electrons contains the mean inverse tensor. For its \(xx\) element, the two valleys on the \(x\) axis contribute \(1/m_l\) each and the other four contribute \(1/m_t\) each:

\[
\frac{1}{m_c}=\frac16\left(\frac{2}{m_l}+\frac{4}{m_t}\right)
=\frac13\left(\frac{1}{m_l}+\frac{2}{m_t}\right).
\tag{22}
\]

The \(yy\) and \(zz\) elements are equal to this by symmetry, and the off-diagonal elements vanish because every \(M_v\) is diagonal in the cubic axes. The six anisotropic valleys together thus respond isotropically, with mobility \(e\tau/m_c\). Numerically,

\[
m_c=\frac{3\,m_0}{1/0.916+2/0.19}=0.258\,m_0 .
\tag{23}
\]

The same mass appears in the thermal velocities. With \(\mathbf p=\hbar\mathbf q\) and \(v_j=\partial E/\partial p_j\), integration by parts with the weight \(e^{-E/k_BT}\) gives \(\langle p_iv_j\rangle=k_BT\,\delta_{ij}\) in each valley. Since \(\mathbf v=M_v^{-1}\mathbf p\), it follows that \(\langle v_iv_j\rangle=k_BT\,(M_v^{-1})_{ij}\), and averaging over the valleys gives \(k_BT\,\delta_{ij}/m_c\). A direct Boltzmann average of the velocities reproduces \(0.258\,m_0\).

The ratio \(m_d/m_c\) is 4.10. Most of it is the valley factor 3.30, which enters the number of states but not the mean response per electron. The remaining factor, about 1.24, is the ratio of the geometric mean of the principal masses to their harmonic mean, and it becomes 1 when \(m_l=m_t\).

## Conditions under which the result changes

Strain or confinement can shift the valley edges relative to one another. For bulk valleys with edges \(E_v\) and unchanged masses, Eq. (9) is replaced by

\[
g(E)=\frac{1}{2\pi^2}\left(\frac{2m_1}{\hbar^2}\right)^{3/2}
\sum_{v:\,E_v<E}\sqrt{E-E_v}.
\tag{24}
\]

If two valleys are lowered together, the factor \(6^{2/3}\) becomes \(2^{2/3}\) for energies below the other four edges. Above those edges the sum is no longer a single square root, and no constant mass represents it. Confinement to a thin layer also splits each valley into two-dimensional subbands. The count by volumes in Eq. (3) must be replaced when the spacing of these subbands is not small compared with the electron energies of interest, such as \(k_BT\); in a thicker layer its error falls only as the inverse thickness. For a layer with hard walls at 300 K, \(N_c\) lies about 7% below the volume count at 60 nm, where the lowest spacings are already below \(0.1\,k_BT\), and about 1% below it at 300 nm.

At higher energy the band departs from a parabola. In a simple model the right-hand side of Eq. (1) equals \(E(1+\alpha E)\) instead of \(E\), with a constant \(\alpha>0\). In the real band the departure depends strongly on direction, and \(\alpha\) stands for an average over directions. In the model the surfaces remain ellipsoids, and \(E\) in Eq. (8) is replaced by \(E(1+\alpha E)\). Differentiation multiplies Eq. (9) by \((1+\alpha E)^{1/2}(1+2\alpha E)\). Matching this to Eq. (10) at each energy gives

\[
m_d(E)=m_d(0)\,(1+\alpha E)^{1/3}(1+2\alpha E)^{2/3}.
\tag{25}
\]

The mass then grows with energy, and \(1.06\,m_0\) is its value at the band edge. To first order in \(\alpha E\) the relative increase is \(\tfrac53\alpha E\). With \(\alpha=0.5\ \mathrm{eV^{-1}}\) the mass is \(1.10\,m_0\) at 50 meV, a shift already larger than the uncertainty from rounding the input masses.

## Table of computed values

```
Longitudinal mass: 0.916 m0
Transverse mass: 0.19 m0
Product m_l*m_t^2: 0.033068 m0^3
Single-valley density-of-states mass: 0.3210 m0
Valley factor 6^(2/3): 3.3019 (no unit)
Six-valley density-of-states mass: 1.0598 m0
Same mass in kilograms: 9.654e-31 kg
Lower end of rounding range: 1.041 m0
Upper end of rounding range: 1.079 m0
Linear estimate of half-range: 0.019 m0
Energy above band edge: 50 meV
Box side: 300 nm
Valley-centre distance (model): 10 nm^-1
Long semi-axis of ellipsoid: 1.0964 nm^-1
Short semi-axis of ellipsoid: 0.4993 nm^-1
k-points counted in six valleys: 747720 (no unit)
State density from count: 5.539e+19 cm^-3
State density from formula: 5.540e+19 cm^-3
Mass inferred from count: 1.0597 m0
Density of states, surface integral: 1.6620e+21 eV^-1 cm^-3
Density of states, formula: 1.6620e+21 eV^-1 cm^-3
Mass inferred from surface integral: 1.0598 m0
Mass of tilted [111] valley: 0.3210 m0
Six times single-valley mass (wrong rule): 1.926 m0
Overcount of states by wrong rule: 2.449 (no unit)
Temperature: 300 K
Thermal energy: 25.85 meV
Effective band density N_c, k sum: 2.738e+19 cm^-3
Effective band density N_c, formula: 2.738e+19 cm^-3
Conductivity mass, velocity average: 0.2582 m0
Conductivity mass, formula: 0.2582 m0
Ratio m_d/m_c: 4.10 (no unit)
```
